# Peak temperature of diffusion-limited hydrogen desorption from a uniformly charged plate

## A charge that desorbs as a first-order process

A plate of thickness \(L\) contains dissolved hydrogen at concentration \(c(z,t)\), with \(0<z<L\). Both faces are open, and surface release is fast enough to hold \(c=0\) there. The plate is at uniform temperature, heated as \(T=T_0+\beta t\) with \(\beta>0\), and

\[
\frac{\partial c}{\partial t}=D(T)\frac{\partial^2c}{\partial z^2},\qquad D=D_0e^{-E/kT}.
\]

Suppose first that the initial charge is \(c=c_1\sin(\pi z/L)\). Two derivatives return the same sine times \(-\pi^2/L^2\), so the profile keeps its shape and its total content \(N\) obeys

\[
\frac{dN}{dt}=-aN,\qquad a(T)=\nu e^{-E/kT},\qquad \nu=\frac{\pi^2D_0}{L^2}.
\]

This is first-order desorption with frequency \(\nu\). The desorption rate is \(R=aN\), and therefore

\[
\frac{d\ln R}{dt}=\frac{d\ln a}{dt}+\frac{d\ln N}{dt}
=\frac{E\beta}{kT^2}-a .
\]

During heating the first term falls and the second rises. If the rate increases at the start, it has one maximum, at

\[
\frac{E\beta}{kT_1^2}=\nu e^{-E/kT_1}. \tag{1}
\]

For this charge, (1) holds without approximation. A uniform charge contains further modes, and the question is how far they move the peak.

## The uniform charge

Let \(c=c_0\) initially. Its sine coefficients are

\[
b_n=\frac2L\int_0^Lc_0\sin\frac{n\pi z}{L}\,dz
=\frac{2c_0}{n\pi}\,[1-(-1)^n],
\]

which is \(4c_0/(n\pi)\) for odd \(n\) and zero for even \(n\). Mode \(n\) decays at the rate \(n^2a\). With the dimensionless clock \(\tau=\int_0^t a\,dt'\),

\[
c=\sum_{n\ \rm odd}\frac{4c_0}{n\pi}\sin\frac{n\pi z}{L}\,e^{-n^2\tau}.
\]

All sums over \(n\) run over positive odd integers. The outward flux at \(z=0\) is \(D\,\partial c/\partial z\). The derivative supplies \(n\pi/L\), which cancels the \(1/n\pi\):

\[
J=\frac{4c_0D}{L}S(\tau),\qquad S(\tau)=\sum_n e^{-n^2\tau}. \tag{2}
\]

The other face emits the same flux. Since \(\int_0^L\sin(n\pi z/L)\,dz=2L/(n\pi)\) for odd \(n\), the fraction of the charge left is

\[
F(\tau)=\frac8{\pi^2}\sum_n\frac{e^{-n^2\tau}}{n^2}. \tag{3}
\]

Define

\[
g(\tau)=-\frac{S'(\tau)}{S(\tau)}
=\frac{\sum_n n^2e^{-n^2\tau}}{\sum_n e^{-n^2\tau}}\ge1,\qquad
u=\frac{a\,kT^2}{E\beta}.
\]

Differentiating (2), with \(d\tau/dt=a\), gives

\[
\frac{d\ln J}{dt}=\frac{E\beta}{kT^2}-a\,g(\tau)
=\frac{E\beta}{kT^2}\,[1-u\,g(\tau)]. \tag{4}
\]

The peak condition is \(ug=1\), whereas (1) is \(u=1\). Writing \(g=1+\delta\) at the peak, we have

\[
\boxed{\frac{E\beta}{kT_p^2}=(1+\delta)\frac{\pi^2D_0}{L^2}e^{-E/kT_p}}. \tag{5}
\]

## Why the correction is small

Take first a ramp that starts at such a low temperature that the earlier part of the clock is negligible. Let \(x=E/kT\). In \(\tau=\beta^{-1}\int_0^T a\,dT'\), substitute \(T'=E/(ky)\), for which \(dT'=-E\,dy/(ky^2)\):

\[
\tau=\frac{\nu E}{\beta k}\int_x^\infty\frac{e^{-y}}{y^2}\,dy,\qquad
u=\frac{\nu E}{\beta k}\frac{e^{-x}}{x^2}.
\]

Their ratio depends on \(x\) alone. Setting \(y=x+v\),

\[
h(x)=\frac{\tau}{u}=\int_0^\infty\frac{e^{-v}}{(1+v/x)^2}\,dv
=x-x^2e^xE_1(x), \tag{6}
\]

where \(E_1(x)=\int_x^\infty e^{-y}dy/y\). The last form follows from one integration by parts, \(\int_x^\infty e^{-y}y^{-2}dy=e^{-x}/x-E_1(x)\). The integral in (6) shows that \(0<h<1\) and that \(h\) increases with \(x\). For large \(x\), expanding the denominator gives \(h\simeq1-2/x+6/x^2\).

Since \(u=\tau/h\), the peak condition becomes

\[
\tau\,g(\tau)=h(x). \tag{7}
\]

Thus \(\delta\) depends only on \(x\) at the peak, and not separately on thickness, heating rate or diffusivity. Keeping modes 1 and 3,

\[
g\simeq\frac{1+9e^{-8\tau}}{1+e^{-8\tau}}
\simeq1+8e^{-8\tau}. \tag{8}
\]

At the peak \(\tau\) is a little below \(h\), hence of order one, and the third mode has decayed by the further factor \(e^{-8\tau}\). Solving (7) numerically gives:

- \(x=5\): \(\delta=2.48\%\)
- \(x=10\): \(\delta=1.00\%\)
- \(x=20\): \(\delta=0.56\%\)
- \(x\to\infty\): \(\delta=0.27\%\)

The correction does not vanish at large \(x\), because \(\tau\) then tends to a value near one, not to infinity. It grows at small \(x\), where the clock has advanced less by the time of the peak.

To turn \(\delta\) into a temperature, note that \(u\propto T^2e^{-E/kT}\), so

\[
\frac{d\ln u}{dT}=\frac2T+\frac{E}{kT^2}=\frac{x+2}{T}.
\]

At \(T_1\), \(\ln u=0\); at the true peak, \(\ln u=-\ln(1+\delta)\). To first order in the shift,

\[
T_1-T_p\simeq\frac{T_p\ln(1+\delta)}{x+2}. \tag{9}
\]

The true peak lies below the first-order estimate.

## There is one peak

For the same low-temperature start, (4) gives one maximum if \(ug=\tau g/h\) rises through one once. As \(T\) rises, \(x\) and \(h\) fall and \(\tau\) grows. It remains to show that \(\tau g\) grows with \(\tau\).

Extend the sum to negative odd integers, which doubles it, and apply Poisson summation:

\[
S=\frac14\sqrt{\frac\pi\tau}\,\Theta,\qquad
\Theta=\sum_{m=-\infty}^{\infty}(-1)^me^{-m^2s},\qquad
s=\frac{\pi^2}{4\tau}. \tag{10}
\]

The sign \((-1)^m\) comes from the half-integer offset in \(n=2(j+\tfrac12)\). Jacobi's triple-product identity then gives

\[
\Theta=\prod_{m=1}^{\infty}(1-e^{-2ms})(1-e^{-(2m-1)s})^2 .
\]

Because \(s\propto1/\tau\), \(-\tau\,d/d\tau=s\,d/ds\). The prefactor \(\tau^{-1/2}\) contributes \(1/2\), and each logarithm contributes through \(d\ln(1-e^{-qs})/ds=q/(e^{qs}-1)\):

\[
\tau g=\frac12+\sum_{m=1}^{\infty}\left[
\frac{2ms}{e^{2ms}-1}+\frac{2(2m-1)s}{e^{(2m-1)s}-1}\right].
\]

The function \(y/(e^y-1)\) decreases for \(y>0\), since its reciprocal is \(1+y/2+y^2/6+\cdots\). Growing \(\tau\) means falling \(s\), so every term grows. At low temperature \(\tau g/h\to1/2\); at high temperature it increases without bound, because \(\tau g\ge\tau\). It crosses one once.

## Finite starting temperature and other boundaries

For a ramp from \(T_0\), the clock is \(\tau=uh-\tau_0\), where \(\tau_0\) is the value of \(uh\) at \(T_0\). The peak still obeys \(ug(\tau)=1\), but the start of the trace changes. For small \(\tau\), \(\Theta\to1\) in (10), so

\[
S\simeq\frac14\sqrt{\frac\pi\tau},\qquad g\simeq\frac1{2\tau}.
\]

The ideal flux diverges initially, because a finite concentration meets a zero-concentration surface. If the ramp starts cold enough, it then falls to a minimum before rising to the peak. Inserting \(g=1/(2\tau)\) into \(ug=1\) gives \(u=2(uh-\tau_0)\), or

\[
u(2h-1)=2\tau_0. \tag{11}
\]

A peak search must exclude this initial burst. If \(u\ge1\) already at \(T_0\), then \(ug>1\) throughout the later ramp and no peak appears. This condition is sufficient, not necessary: for the copper plate below, a uniform charge heated from 479 K, where \(u=0.30\), already gives a flux that only falls.

If one face is sealed, its zero gradient is the condition at the midplane of an open plate twice as thick. Replace \(L\) by \(2L\), which divides \(\nu\) by four.

## Hydrogen in a copper plate

Take \(D_0=0.01\ \mathrm{cm^2/s}\) and \(E=0.40\) eV, which are rough typical values for copper, with \(L=1.0\) mm, \(\beta=0.10\) K/s and \(T_0=300\) K. In centimetres,

\[
\nu=\frac{\pi^2(0.01)}{(0.1)^2}=9.870\ \mathrm{s^{-1}}.
\]

Equation (1) gives \(T_1=533.13\) K. The full series gives \(T_p=532.55\) K, where \(x=8.716\), \(\tau=0.816\) and \(\delta=1.17\%\). These decimals resolve the model's small correction; they are not an accuracy claimed for copper. The two sides of (5) are

\[
\frac{E\beta}{kT_p^2}=1.637\times10^{-3}\ \mathrm{s^{-1}},
\]
\[
1.0117(9.870)e^{-8.716}=1.637\times10^{-3}\ \mathrm{s^{-1}},
\]

and (9) gives

\[
T_1-T_p\simeq\frac{532.55\ln(1.0117)}{10.716}=0.58\ \mathrm K.
\]

A finite-difference solution of the diffusion equation, which does not use the mode series, also peaks at 532.55 K. With a sine-shaped charge and all else fixed it peaks at 533.13 K, the first-order value. This confirms that the higher modes cause the shift.

The thickness changes \(x\) at the peak. With the same \(D_0\), \(E\) and \(\beta\), a 0.03 mm plate heated from 150 K peaks at 316.15 K in the finite-difference solution, against 316.29 K from (1). A 10 mm plate heated from 300 K peaks at 898.18 K, against 901.10 K. The thick plate has the smaller \(x\), 5.17 against 14.68, and the larger error.

For the charge, assume equilibrium with 760 Torr of H\(_2\) at 900 K and a rough solubility of \(7\times10^{-5}e^{-0.40\,\mathrm{eV}/kT}\) H per Cu per \(\sqrt{\mathrm{Torr}}\). With \(8.5\times10^{22}\) Cu atoms per cm³, \(c_0=9.44\times10^{17}\ \mathrm{cm^{-3}}\), or 11 H per million Cu. At the peak \(D=1.639\times10^{-6}\ \mathrm{cm^2/s}\) and \(S\simeq e^{-0.816}+e^{-9(0.816)}=0.443\), so (2) gives

\[
J=\frac{4(9.44\times10^{17})(1.639\times10^{-6})(0.443)}{0.1}
=2.74\times10^{13}\ \mathrm{cm^{-2}s^{-1}}
\]

in H atoms per face. The charge level sets this flux but does not affect \(T_p\) in the linear model.

## What can be inferred from a trace

Taking the logarithm of (5) gives

\[
\ln\frac{\beta}{T_p^2}=\ln\frac{k\nu}{E}+\ln(1+\delta)-\frac{E}{kT_p}. \tag{12}
\]

A plot against \(1/T_p\) has a slope close to \(-E/k\), and its intercept yields \(D_0/L^2\). Since \(\delta\) falls slowly with \(x\), the fitted energy is slightly high. For the copper plate, finite-difference peaks at 0.03, 0.10, 0.30 and 1.00 K/s give \(E=0.4007\) eV and \(D_0=0.0103\ \mathrm{cm^2/s}\), errors of 0.2% and 3% relative to the inputs.

The choice of frequency matters far more. Putting \(10^{13}\ \mathrm{s^{-1}}\) into (1) for the same peak and heating rate gives 1.60 eV instead of 0.40 eV. That energy describes neither diffusion nor a surface bond in this model.

Agreement in peak position does not make the whole trace first-order. Modes with \(n\ge3\) hold \(1-8/\pi^2=19\%\) of the charge and leave early. At the peak 35.9% remains, against 43.8% for a first-order process with the same \(\nu\). The full widths at half maximum are 158 K and 131 K. Once \(e^{-8\tau}\ll1\), the two rates, each divided by its initial charge, differ only by the constant \(8/\pi^2\); the extra width therefore lies on the low-temperature side.

If no hydrogen is lost before the ramp, the initial burst is also visible. The flux minimum is at 315.0 K, as (11) predicts, and its height is 12% of the peak. Diffusion is slow there, but the concentration gradient at the surface is still steep.

## Comparison with a real plate

The diffusion parameters are in the usual range for copper, but the ideal plate omits several effects, some of which move the peak more than the higher modes do. A 20 mm square plate also loses hydrogen through its edges. Its remaining fraction is \(F(\tau)F(r\tau)^2\), with \(r=(1/20)^2\), and its peak is 3.5 K lower. Edge loss thus outweighs the 0.58 K mode correction. An error of \(+0.01\) eV in \(E\), with \(D_0\) fixed, raises the peak by 12 K. Thermal expansion, with a rough coefficient of \(1.7\times10^{-5}\ \mathrm{K^{-1}}\), raises it by 0.3 K. Assumed traps, one per million sites with a binding energy of 0.40 eV, raise it by 0.6 K if they are treated as far from full and in local equilibrium. For the charge above they are nearly full at 300 K and empty as the plate warms; including this filling changes the shift only slightly, to about 0.5 K. More or deeper traps can do more.

Loss before the ramp changes the charge more than the peak. Integrating the short-time rate gives

\[
1-F\simeq\frac8{\pi^2}\int_0^\tau\frac14\sqrt{\frac{\pi}{\tau'}}\,d\tau'
=\frac{4}{\pi^{3/2}}\sqrt\tau .
\]

A quench from 900 K at 500 K/s and one hour at 300 K, both with open surfaces, add \(0.0148+0.0068=0.0216\) to the clock. About 10.5% of the hydrogen is lost, yet the peak rises by only 0.1 K: the loss removes higher modes first. It also removes the initial burst: the flux then rises from the start of the ramp, with no early minimum.

The zero surface concentration needs a separate check. Let \(s_H\) be the sticking probability of H\(_2\), \(\Phi\) its impingement rate per unit pressure, \(c_s\) the surface concentration and \(K\) the solubility per square root of pressure. Detailed balance gives \(J=2s_H\Phi(c_s/K)^2\), the factor 2 counting atoms per molecule. For the peak flux above, \(c_s=0.01c_0\) requires \(s_H=1.4\times10^{-10}\). If \(s_H\) does not depend on temperature, even this small surface concentration lowers the peak by about 1.3 K, more than the mode correction, because \(2s_H\Phi/K^2\) then falls on heating. Dissociation of H\(_2\) on copper is activated, and this changes the result: with the same \(s_H\) at the peak, an activation energy of 0.6 eV gives a lowering of only 0.2 K, and one of 1.0 eV raises the peak by 0.4 K. With \(s_H=1.4\times10^{-8}\), \(c_s\) is about \(0.001c_0\) at the peak and the lowering is about 0.1 K for constant \(s_H\). A larger value makes \(c_s\) smaller still; an oxide or contaminated surface may fail this condition, and (1) then loses its basis.

At the peak temperature, the initial concentration would be in equilibrium with an ideal-gas pressure of \(9.4\times10^5\) Torr. The drive toward bubbles is much stronger at the cold start, where the solubility is lower: at 300 K the same formula gives about \(7\times10^{11}\) Torr, far beyond the range of the ideal-gas law. These values indicate strong supersaturation and are not predicted bubble pressures. The result applies to sound copper in which hydrogen stays dissolved.

## Implementation

1. Solve \(\ln u(T)=0\) for \(T_1\), using \(L\) and \(D_0\) in matching length units.
2. Evaluate \(x=E/kT_1\), solve (7) for \(\tau\), and set \(\delta=g(\tau)-1\).
3. Correct \(T_1\) with (9), or solve \(ug=1\) directly when \(T_0\) or earlier loss matters.

For small \(\tau\), use (10) instead of a short mode sum. For large \(x\), the integral in (6) avoids subtracting two nearly equal terms. The numerical output lists the remaining values.

## Table of computed values

```
INPUTS (copper values are rough)
E = 0.40 eV, D0 = 0.010 cm^2/s
L = 1.0 mm, beta = 0.10 K/s, T0 = 300 K
PEAK
frequency pi^2 D0/L^2 = 9.870 1/s
first-order peak temperature = 533.13 K
series peak temperature = 532.55 K
finite-difference peak temperature = 532.55 K
finite-difference peak, sine load = 533.13 K
x = E/kTp = 8.716, h(x) = 0.8259
tau at peak = 0.8161, tau0 = 3.25e-04
delta at peak = 1.167 %
8 exp(-8 tau) at peak = 1.169 %
shift from formula = 0.577 K
UNIVERSAL CORRECTION
x = 5: delta = 2.482 %
x = 10: delta = 1.001 %
x = 15: delta = 0.690 %
x = 20: delta = 0.562 %
x = 30: delta = 0.451 %
x = inf: delta = 0.274 %
OTHER THICKNESSES (finite difference, first-order)
L = 0.03 mm: x = 14.68, 316.15 K, 316.29 K
L = 10.00 mm: x = 5.17, 898.18 K, 901.10 K
HEATING-RATE PLOT
beta = 0.03 K/s: Tp = 478.33 K
beta = 0.10 K/s: Tp = 532.55 K
beta = 0.30 K/s: Tp = 592.61 K
beta = 1.00 K/s: Tp = 673.88 K
fitted E = 0.4007 eV, fitted D0 = 0.01030 cm^2/s
E if frequency 1e13 1/s is assumed = 1.604 eV
TRACE
charge in modes n >= 3 = 18.94 %
left at peak, diffusion = 35.85 %
left at peak, first order = 43.80 %
full half-width, diffusion = 157.9 K
full half-width, first order = 131.0 K
early flux minimum at 315.0 K, formula 315.0 K
flux at minimum / flux at peak = 0.1187
CHARGE AND FLUX
solubility: 7e-05 H/Cu/sqrt(Torr), heat 0.40 eV
charged at 900 K, 760 Torr; Cu 8.5e+22 cm^-3
c0 = 9.441e+17 cm^-3 = 11.11 H per million Cu
D at peak = 1.639e-06 cm^2/s
peak flux per face = 2.741e+13 H/(cm^2 s)
NEGLECTED EFFECTS (peak shifts)
quench 500 K/s: tau = 0.0148
storage 3600 s at 300 K: tau = 0.0068
both: charge lost 10.5 %, shift 0.097 K
edges, square of side 20 mm: -3.49 K
thermal expansion 1.7e-05 1/K: 0.29 K
traps 1e-06 per site, 0.40 eV: 0.55 K
E larger by 0.01 eV: 12.06 K
sticking for surface at 1 % of c0: 1.4e-10
ideal H2 pressure matching c0 at peak T: 9.37e+05 Torr
```
